# Particle size after surface-diffusion breakup of a solid cylinder

## Problem

A long, free-standing solid cylinder of radius $R$ is hot enough for atoms to move along its surface, but not to evaporate. The surface energy per area $\gamma$ and the surface diffusivity $D_s$ are the same for all surface orientations. Transport through the bulk is neglected. The surface carries small ripples, and the cylinder eventually breaks into a row of particles.

1. Find the growth rate of a small ripple with axial wavenumber $k$ and azimuthal number $n$. Which ripples grow?
2. Find the wavelength $\lambda_m$ that grows fastest.
3. Suppose that this single wavelength governs the breakup and that each period ends as one compact particle. Show that the particles are equal spheres and find their radius $a$. Which part of this result follows from volume conservation, and which part does not?
4. Do the spheres touch? Is their total surface energy lower than that of the cylinder?
5. Evaluate the lengths for a model wire with $R=50$ nm.

Let $\kappa$ be the sum of the two principal curvatures, counted positive for a convex solid, so that the unperturbed cylinder has $\kappa=1/R$. The normal velocity $v_n$ of the surface is positive outward.

## Hints

**Hint 1.** Find the energy needed to add one atom to a curved surface. Its gradient along the surface drives the atomic flux, and the divergence of the flux moves the surface.

**Hint 2.** The curvature $\kappa$ is the divergence of the outward unit normal. Write the rippled surface as a level set in cylindrical coordinates and keep terms of first order in the amplitude. The result must be evaluated on the displaced surface, not at $\rho=R$.

**Hint 3.** The growth rate of an axisymmetric ripple depends on $k$ through $(kR)^2$. Use that square as the variable and complete the square.

**Hint 4.** Cut the rippled cylinder at neighbouring necks. What does mirror symmetry say about the flux through each cut?

**Hint 5.** For the final shape, ask when surface diffusion stops. For the energy, use the volume balance to eliminate the wavelength from the area ratio.

## Full solution

### 1. Growth rate

**Law of motion.** Displace a surface element $dA$ outward by a small distance $h$. It sweeps out the volume $h\,dA$, and its area changes by $\kappa h\,dA$. The energy cost per added volume is therefore $\gamma\kappa$. An atom of volume $\Omega$ has the chemical potential, relative to a flat surface,
$$
\mu=\gamma\Omega\kappa .
$$

Atoms drift down the gradient of $\mu$. By the Einstein relation their mobility is $D_s/(k_BT)$, where $k_B$ is Boltzmann's constant and $T$ the temperature. With $\nu$ mobile atoms per area, the flux is
$$
\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu
=-\frac{D_s\nu\gamma\Omega}{k_BT}\nabla_s\kappa ,
$$
where $\nabla_s$ is the gradient along the surface. Where more atoms arrive than leave, the surface advances. Each atom contributes the volume $\Omega$, so
$$
v_n=-\Omega\,\nabla_s\!\cdot\mathbf J=B\nabla_s^2\kappa,
\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
$$
The two minus signs, one from the downhill flux and one from atom conservation, cancel.

**Curvature of the ripple.** Let the surface be
$$
\rho=R+\varepsilon c,\qquad c=\cos(n\theta)\cos(kz),\qquad |\varepsilon|\ll R .
$$
It is the zero level of $F=\rho-R-\varepsilon c$, whose gradient points outward:
$$
\nabla F=\left(1,\,-\frac{\varepsilon}{\rho}\frac{\partial c}{\partial\theta},\,-\varepsilon\frac{\partial c}{\partial z}\right).
$$
Its length differs from 1 only by the squares of the slopes, which are of order $(k\varepsilon)^2$ and $(n\varepsilon/R)^2$. The ripple must therefore also be shallow, $k|\varepsilon|\ll1$ and $n|\varepsilon|\ll R$; for short waves this is stricter than $|\varepsilon|\ll R$. To first order $\nabla F$ is then already the unit normal. Its divergence is
$$
\kappa=\frac1\rho-\frac{\varepsilon}{\rho^2}\frac{\partial^2c}{\partial\theta^2}-\varepsilon\frac{\partial^2c}{\partial z^2}.
$$
On the surface, $1/\rho=1/R-\varepsilon c/R^2$ to first order. In the terms that already contain $\varepsilon$, $\rho$ may be replaced by $R$. With $\partial_\theta^2c=-n^2c$ and $\partial_z^2c=-k^2c$,
$$
\kappa=\frac1R+\delta\kappa,\qquad
\delta\kappa=\frac{\varepsilon c}{R^2}\,(n^2+x^2-1),\qquad x=kR .
$$

The $-1$ comes from the changed circumferential radius: a bulge has a larger radius and hence a smaller hoop curvature. The positive terms come from the bending of the surface, which makes a crest more convex.

**Surface Laplacian.** The constant $1/R$ has zero Laplacian on any surface. Since $\delta\kappa$ is already of first order, the Laplacian of the unperturbed cylinder suffices:
$$
\nabla_s^2 c=\frac1{R^2}\frac{\partial^2c}{\partial\theta^2}+\frac{\partial^2c}{\partial z^2}
=-\frac{n^2+x^2}{R^2}\,c .
$$
To first order the normal velocity is $v_n=\dot\varepsilon c$. Hence
$$
\dot\varepsilon c=-\frac{B}{R^4}(n^2+x^2)(n^2+x^2-1)\,\varepsilon c .
$$
Dividing by $\varepsilon c$ and absorbing the minus sign in the last bracket gives $\dot\varepsilon=\omega\varepsilon$ with
$$
\omega=\frac{B}{R^4}(n^2+x^2)(1-n^2-x^2).
$$

**Which ripples grow.** For $n\ge1$ and $k>0$, the sum $n^2+x^2$ exceeds 1, the last bracket is negative, and the ripple decays. Growth requires $n=0$, for which
$$
\omega=\frac{B}{R^4}x^2(1-x^2).
$$
This is positive for $0<x<1$, that is, for $\lambda=2\pi R/x>2\pi R$.

Two limits show what competes. For short waves, $x\gg1$, the rate tends to $-Bk^4$. The radius has dropped out, and the ripple is smoothed as on a flat surface. For long waves, $x\ll1$, the rate tends to $Bk^2/R^2$. The hoop curvature then drives atoms from the necks to the bulges almost unopposed, but the distance is long and the gradient weak, so growth is slow. The fastest ripple lies between these limits.

### 2. Fastest wavelength

Put $u=x^2$ and complete the square:
$$
u(1-u)=\frac14-\left(u-\frac12\right)^2 .
$$
The maximum is at $u=1/2$, so $x=1/\sqrt2$ and
$$
\lambda_m=\frac{2\pi R}{x}=2\sqrt2\,\pi R=8.886R,\qquad
\omega_m=\frac{B}{4R^4}.
$$

The material constants enter through $B$, which multiplies every growth rate by the same factor. They set the speed of the instability, not its preferred wavelength. The time scale $1/\omega_m=4R^4/B$ grows as the fourth power of the radius: a wire twice as thick needs 16 times as long for the same relative growth of its fastest ripple.

A numerical calculation confirms this result. Growth rates were extracted from the full nonlinear axisymmetric law for a tiny ripple, and their maximum was located by a search. It lies at $8.886R$ with height $0.2500B/R^4$; the change from decay to growth lies at $6.2832R$, in agreement with $2\pi R$.

### 3. Equal spheres and their radius

**Volume between necks.** Let the surface start as $r(z)=R+\varepsilon\cos kz$ with $k=2\pi/\lambda_m$. The shape is mirror symmetric about each of its minima. The law of motion has no preferred direction along the axis, so the symmetry persists as the ripple grows. At a mirror plane an axial flux would have to equal its own negative, so it vanishes.

The volume $V$ between two neighbouring mirror planes changes at the rate
$$
\frac{dV}{dt}=\int v_n\,dA=-\Omega\int\nabla_s\!\cdot\mathbf J\,dA .
$$
By the divergence theorem on the surface, the last integral is the total flux out through the two end circles. Both contributions are zero, so $V$ is constant. This argument does not assume a small amplitude and holds until the necks pinch off. Afterwards each piece has a closed surface without ends, and its volume is again constant.

The initial volume of one period is
$$
V=\pi\int_0^{\lambda_m}(R+\varepsilon\cos kz)^2dz
=\pi R^2\lambda_m\left(1+\frac{\varepsilon^2}{2R^2}\right).
$$
The linear term integrates to zero over a period, and the average of $\cos^2kz$ is $1/2$. For a small initial ripple the correction is negligible, and $V=\pi R^2\lambda_m$.

**Final shape.** Surface diffusion lowers the surface energy $E$. For a closed particle, integration by parts leaves no boundary term, and
$$
\frac{dE}{dt}=\gamma\int\kappa v_n\,dA
=\gamma B\int\kappa\nabla_s^2\kappa\,dA
=-\gamma B\int|\nabla_s\kappa|^2dA\le0 .
$$
The motion stops when $\kappa$ is uniform over the particle.

For an axisymmetric particle this condition can be integrated. Let $s$ be the arc length along the profile, measured from a pole, and $\psi$ the angle between the normal and the axis. Then $dr/ds=\cos\psi$, and the principal curvatures are $d\psi/ds$ and $\sin\psi/r$. Therefore
$$
\frac{d}{ds}(r\sin\psi)=\cos\psi\sin\psi+r\cos\psi\frac{d\psi}{ds}
=r\cos\psi\left(\frac{\sin\psi}{r}+\frac{d\psi}{ds}\right)
=\kappa r\frac{dr}{ds}.
$$
With $\kappa$ constant, integration gives $r\sin\psi=\kappa r^2/2$. The integration constant is zero because $r=0$ at the pole. Thus $\sin\psi/r=\kappa/2$: one principal curvature equals $\kappa/2$ everywhere. The two add up to $\kappa$, so the other is $d\psi/ds=\kappa-\kappa/2=\kappa/2$. The profile has constant curvature: it is a circular arc of radius $2/\kappa$ that meets the axis at right angles, and the particle is a sphere.

**Radius.** Equate the volume of the sphere to that of one period:
$$
\frac{4\pi}{3}a^3=\pi R^2\lambda_m .
$$
Multiplying by $3/(4\pi)$ and inserting $\lambda_m$,
$$
a^3=\frac34R^2\lambda_m=\frac34\,(2\sqrt2\,\pi)R^3
=\frac{3\sqrt2\,\pi}{2}R^3=\frac{3\pi}{\sqrt2}R^3=6.664R^3 ,
$$
and the cube root is
$$
a=\left(\frac{3\pi}{\sqrt2}\right)^{1/3}R\approx1.88R .
$$

**What volume conservation does and does not give.** It fixes $a$ once the volume available to each particle is known. It does not make the particles equal, since a row of unequal spheres can hold the same total volume. Equality comes from the strict periodicity of the ripple together with the assumption of one particle per period.

Neither condition is guaranteed by the linear theory. A real surface starts with ripples of many wavelengths, and the growth rate has a flat maximum. From the completed square,
$$
\frac{\omega}{\omega_m}=1-(2x^2-1)^2 ,
$$
so a small departure from $x^2=1/2$ lowers the rate only in second order. Neighbouring wavelengths grow almost as fast and can make the spacing irregular. Moreover, the linear theory describes small ripples and cannot tell whether a thinning neck leaves an extra small particle behind. The value $1.88R$ is thus the prediction for ideal periodic breakup without such satellites.

The geometry matters too. On a substrate, the contact line changes the stability problem, and the particle is generally not a full sphere. With orientation-dependent surface energy, $\mu$ is no longer $\gamma\Omega\kappa$, and the equilibrium shape need not be a sphere. In a short wire, the ends have strongly curved surfaces of their own and break the periodicity.

### 4. Spacing and surface energy

The ripple is also mirror symmetric about each bulge. The particle formed there stays centred on that plane, so the distance between centres remains $\lambda_m$. The sphere diameter is $2a=3.76R$, well below $\lambda_m=8.89R$, and the spheres do not touch.

The ratio of final to initial surface area, per period, is
$$
q=\frac{4\pi a^2}{2\pi R\lambda}=\frac{2a^2}{R\lambda}.
$$
The volume balance gives $\lambda=4a^3/(3R^2)$ for any spacing $\lambda$. Inserting it,
$$
q=\frac{2a^2}{R}\,\frac{3R^2}{4a^3}=\frac{3R}{2a}.
$$
At the fastest wavelength,
$$
q=\frac{1.5}{1.882}=0.797 .
$$
Since $\gamma$ is constant, the surface energy falls by about 20% of its initial value.

The same formula allows the energy criterion to be compared with the stability criterion. Spheres have less area than the cylinder when $q<1$, that is, $a>3R/2$. With $a^3=3R^2\lambda/4$ this becomes
$$
\frac34R^2\lambda>\frac{27}{8}R^3
\quad\Longrightarrow\quad
\lambda>\frac92R .
$$
A small ripple, however, grows only for $\lambda>2\pi R$. For spacings between $4.5R$ and $2\pi R$, the row of spheres has the lower energy, yet a small ripple of that period decays. A lower final energy is therefore not sufficient for breakup to start from a small ripple of a given wavelength. A sufficiently deep ripple with a period in this range can still pinch off, which lies outside the linear theory. The fastest wavelength satisfies both criteria.

### 5. A wire of radius 50 nm

The fastest wavelength is
$$
\lambda_m=8.886\times50\ \text{nm}=444.3\ \text{nm}.
$$
One period contains the volume
$$
V=\pi\,(50\ \text{nm})^2(444.3\ \text{nm})=3.49\times10^6\ \text{nm}^3 ,
$$
and the sphere that holds it has the radius
$$
a=1.882\times50\ \text{nm}=94.1\ \text{nm}.
$$
The diameter is 188.2 nm, which leaves a gap of
$$
444.3-188.2=256.1\ \text{nm}
$$
between neighbouring spheres. The gap is wider than a particle, although the particles are almost twice as thick as the original wire: material from a long thin segment has been gathered into a compact body.

The decimals serve to make the arithmetic traceable. They describe the ideal model; the variations below show that modest departures from it shift the radius by a few nanometres. No diffusivity or surface energy was needed, because these lengths depend on $R$ alone. A temperature change that leaves the surface isotropic, and both evaporation and bulk diffusion negligible, alters the time to breakup, but not the predicted size. If bulk diffusion contributes, the growth rate depends differently on $k$ and the fastest wavelength shifts.

## Variation 1: a different spacing

**Question.** The breakup is periodic, but its wavelength is 10% longer than $\lambda_m$. How does the particle radius change for $R=50$ nm?

**Solution.** The volume balance $a^3=3R^2\lambda/4$ holds for any period that ends as one particle; periods much longer than $\lambda_m$ can develop extra necks. With one particle per period and fixed $R$, the radius is proportional to $\lambda^{1/3}$:
$$
\frac{a'}{a}=(1.1)^{1/3}=1.032,\qquad a'=97.1\ \text{nm}.
$$
The radius rises by 3.2% relative to the ideal value. For small changes, differentiating $3\ln a=\ln\lambda+\text{const}$ gives
$$
\frac{\delta a}{a}=\frac13\frac{\delta\lambda}{\lambda}.
$$

The cube root makes the particle radius a forgiving quantity: it can look nearly uniform while the spacing varies noticeably. Conversely, a measured radius close to $1.88R$ is weak evidence that the spacing equals $\lambda_m$. The centre-to-centre distance is the more sensitive test of wavelength selection.

## Variation 2: satellite particles

**Question.** The period is $\lambda_m$, but a fraction $f$ of the volume ends in one small satellite sphere per period. Find the radii of the main particle and of the satellite, and evaluate the main radius for $f=0.05$ and $R=50$ nm.

**Solution.** The main particle keeps the volume $(1-f)V$ and the satellite has $fV$. Since a sphere's radius scales as the cube root of its volume,
$$
a_{\text{main}}=(1-f)^{1/3}a,\qquad a_{\text{sat}}=f^{1/3}a .
$$
For $f=0.05$ the main radius is 92.5 nm, which is 1.7% below the value without satellites.

The total volume is conserved as before, and the pattern is still periodic, but the particles are no longer all equal: there are two sizes. This is a direct counterexample to the claim that volume conservation alone implies equal particles. The main radius hardly reveals the loss, because for small $f$ it falls only by the fraction $f/3$. The satellite radius varies as $f^{1/3}$, so even a small share of the volume can produce a clearly visible particle. Satellites are therefore better detected by looking between the main particles than by measuring the main particles' size.

## Computed values

```
General results
stability limit, numerical: 6.2832 R
fastest wavelength, numerical: 8.886 R
fastest wavelength, closed form: 8.8858 R
largest growth rate, numerical: 0.2500 B/R^4
relative volume imbalance below 1e-8: True
(a/R)^3, closed form: 6.6643
sphere radius, numerical: 1.882 R
sphere radius, closed form: 1.8819 R
final/initial surface area: 0.797
Worked example
wire radius: 50 nm
fastest wavelength: 444.3 nm
volume per wavelength: 3.4894e+06 nm^3
sphere radius: 94.1 nm
sphere diameter: 188.2 nm
gap between spheres: 256.1 nm
radius if spacing is 10% longer: 97.1 nm
radius change for that spacing: 3.2 %
main radius with 5% in satellites: 92.5 nm
radius change for satellites: -1.7 %
```
